# Level crossings and incomplete Paschen-Back mixing in helium 2 ³P

## Question

I am working on the 2 ³P term of helium-4 in a static magnetic field. The term is inverted, and my problem fixes the intervals as input values: \(J=0\) lies 29.6 GHz above \(J=1\), which lies 2.29 GHz above \(J=2\). I have to find the level crossings and the "incomplete Paschen-Back regime", in which only \(J=1\) and \(J=2\) mix.

Since 29.6 is much larger than 2.29, I discarded \(J=0\) and expected a range of fields with straight levels. I cannot say where that range begins or ends, and my numerical curves for \(M=0\) never look straight there. I also don't know which intersections in my plot are true crossings. How do I settle this without reading it off a graph?

## Answer

**Hamiltonian.** Take the nine states with \(L=S=1\) as an isolated space; helium-4 has no nuclear spin. With \(\mathbf L,\mathbf S\) in units of \(\hbar\) and \(B\) along \(z\),

\[
H=H_{\rm fs}+\mu_B B\,(g_LL_z+g_SS_z),\qquad g_L=1,\quad g_S=2.002319 .
\]

The sign is positive because the electron's moment is opposite to its angular momentum. Terms quadratic in \(B\) are omitted and estimated below. Divide all energies by \(h\), measure them from the zero-field \(J=2\) level, and define

\[
\beta=\frac{\mu_BB}{h},\quad \delta=2.29\ \text{GHz},\quad \Delta=29.6\ \text{GHz},\quad T=\delta+\Delta=31.89\ \text{GHz}.
\]

Here \(\mu_B/h=13.996\) GHz/T. With \(g_\pm=(g_S\pm g_L)/2\), so \(g_+=1.50116\) and \(g_-=0.50116\),

\[
g_LL_z+g_SS_z=g_+J_z+g_-A,\qquad A=S_z-L_z .
\]

**Which states mix.** \(H\) commutes with \(J_z\), so \(M=m_L+m_S\) is conserved. Exchanging the roles of \(\mathbf L\) and \(\mathbf S\) leaves the coupled states with \(J=0,2\) unchanged and reverses the sign of those with \(J=1\). Since \(A\) is odd under this exchange, it connects \(J=1\) with 0 and 2, and nothing else.

Write uncoupled states as \(|m_L,m_S)\). Lowering \(|1,1)\) gives the \(J=2\) states; orthogonality gives the rest:

\[
|2,1\rangle=\frac{|1,0)+|0,1)}{\sqrt2},\qquad |1,1\rangle=\frac{|1,0)-|0,1)}{\sqrt2},
\]
\[
|2,0\rangle=\frac{|1,-1)+2|0,0)+|-1,1)}{\sqrt6},
\]
\[
|1,0\rangle=\frac{|1,-1)-|-1,1)}{\sqrt2},\qquad
|0,0\rangle=\frac{|1,-1)-|0,0)+|-1,1)}{\sqrt3}.
\]

As \(A\) multiplies \(|m_L,m_S)\) by \(m_S-m_L\),

\[
A|1,1\rangle=\frac{-|1,0)-|0,1)}{\sqrt2}=-|2,1\rangle,\qquad
A|1,0\rangle=-\sqrt2\,\bigl[|1,-1)+|-1,1)\bigr].
\]

Hence \(\langle2,1|A|1,1\rangle=-1\). The same calculation with \(|1,-1\rangle=[|0,-1)-|-1,0)]/\sqrt2\) gives \(-1\) for \(M=-1\). For \(M=0\),

\[
\langle2,0|A|1,0\rangle=-\frac{2\sqrt2}{\sqrt6}=-\frac2{\sqrt3},\qquad
\langle0,0|A|1,0\rangle=-\frac{2\sqrt2}{\sqrt3}=-2\sqrt{\tfrac23}.
\]

**Energies.** Let \(x=(g_-\beta)^2\) and \(R=\sqrt{\delta^2/4+x}\). For \(M=\pm2\), only \(J=2\) exists and \(m_L=m_S\), so

\[
E=\pm2g_+\beta .
\]

For \(M=\pm1\), the \(2\times2\) block has diagonal elements \(\pm g_+\beta\) and \(\pm g_+\beta+\delta\), with coupling \(-g_-\beta\). Thus

\[
E=\pm g_+\beta+\frac\delta2+sR,\qquad s=\pm1,
\]

where the sign of \(s\) is independent of the sign of \(M\). For \(M=0\), in the order \(J=2,1,0\), the matrix is

\[
\begin{pmatrix}0&a&0\\a&\delta&b\\0&b&T\end{pmatrix},\qquad a^2=\frac{4x}{3},\quad b^2=\frac{8x}{3}.
\]

Its determinant condition is \(E(E-\delta)(E-T)-a^2(E-T)-b^2E=0\), or

\[
f(E)=E(E-\delta)(E-T)-4xE+\tfrac43xT=0 .
\]

For \(B>0\), \(f(0)=\frac43xT>0\) and \(f(T)=-\frac83xT<0\). There is therefore one root below 0, one between 0 and \(T\), and one above \(T\). These levels never meet, and they keep the zero-field labels \(J=2,1,0\) in that order. The two levels of each \(M=\pm1\) block are separated by \(2R\geq\delta\). So true crossings occur between different \(M\), where the axial field provides no coupling.

**Crossings without \(M=0\).** Equating \(M=2\) and \(M=1\) gives \(g_+\beta-\delta/2=sR\). Squaring removes \(\delta^2/4\):

\[
(g_+^2-g_-^2)\beta^2=g_+\beta\delta\quad\Rightarrow\quad \beta=\frac{g_+\delta}{g_Lg_S},
\]

because \(g_+^2-g_-^2=g_Sg_L\). Numerically \(\beta=1.50116\times2.29/2.002319=1.717\) GHz, or \(B=0.123\) T. The left side before squaring is positive, so this is the upper, \(J=1\), branch.

For \(M=2\) and \(M=-1\), the condition is \(3g_+\beta-\delta/2=sR\), so

\[
\beta=\frac{3g_+\delta}{9g_+^2-g_-^2}=0.515\ \text{GHz},
\]

again on the upper branch. For \(M=1\) and \(M=-1\), \(2g_+\beta=(s'-s)R\) requires \(s'=+1\) for \(M=-1\) and \(s=-1\) for \(M=1\). Then \(g_+\beta=R\), and

\[
\beta=\frac{\delta}{2\sqrt{g_Lg_S}}=0.809\ \text{GHz},\qquad E=\frac\delta2 .
\]

The \(M=-2\) level meets neither \(M=\pm1\) block. With \(M=-1\), squaring would require \(g_+^2\beta^2+g_+\beta\delta=g_-^2\beta^2\); with \(M=1\), it would require \(9g_+^2\beta^2+3g_+\beta\delta=g_-^2\beta^2\). Both are impossible for \(\beta>0\), since \(g_+>g_-\). It meets \(M=2\) only at zero field.

**Crossings of \(M=\pm2\) with \(M=0\).** Since \(E=\pm2g_+\beta\), we have \(x=rE^2\) with \(r=(g_-/2g_+)^2\). Insert this in \(f(E)=0\), divide by \(E\neq0\), and multiply by 3:

\[
(3-12r)E^2-[3(\delta+T)-4rT]E+3\delta T=0 .
\]

With the given values this is \(2.666E^2-98.99E+219.1=0\), in GHz units, with roots \(E=2.36\) and 34.8 GHz. Both are positive, so they belong to \(M=2\), and \(M=-2\) has no such crossing. Division by \(2g_+\) gives \(\beta=0.787\) and 11.58 GHz.

**Crossings of \(M=\pm1\) with \(M=0\).** Put \(y=\pm g_+\beta\), \(q=g_-/g_+\) and \(p=1-q^2\), so \(x=q^2y^2\). The \(M=\pm1\) determinant condition \((E-y)(E-y-\delta)=x\) becomes

\[
E(E-\delta)=y(2E-py-\delta).
\]

Insert this in \(f(E)=0\) and divide by \(y\neq0\):

\[
(2E-py-\delta)(E-T)-4q^2yE+\tfrac43q^2Ty=0 .
\]

Expand, then replace \(2E^2\) by \((2\delta+4y)E-2py^2-2\delta y\). The coefficient of \(E\) is \(\delta-2T+(4-4q^2-p)y\), and \(4-4q^2-p=3p\). In the remainder, \(p+\frac43q^2=1+\frac13q^2\). The result is \(DE=N\), with

\[
D=\delta-2T+3py,\qquad
N=2py^2+\left[2\delta-T\left(1+\tfrac{q^2}{3}\right)\right]y-\delta T .
\]

Substitution into the \(M=\pm1\) condition gives a quartic in \(y\):

\[
N^2-(\delta+2y)DN+(py^2+\delta y)D^2=0 .
\]

It has two positive roots (\(M=1\)) and two negative roots (\(M=-1\)), so no other crossings of this kind exist. As a check on one root, \(y=3.129\) GHz gives \(N=-144.8\) GHz² and \(D=-53.15\) GHz, hence \(E=2.72\) GHz. This lies between 0 and \(T\), so the \(M=0\) partner is \(J=1\).

The crossings below 2 T, labelled by their zero-field \((J,M)\), are:

| Levels | \(B\) (T) | \(E/h\) (GHz) |
|---|---:|---:|
| (2,2), (1,−1) | 0.0368 | 1.55 |
| (2,2), (1,0) | 0.0563 | 2.36 |
| (2,1), (1,−1) | 0.0578 | 1.145 |
| (2,2), (1,1) | 0.123 | 5.15 |
| (2,1), (1,0) | 0.149 | 2.72 |
| (2,0), (1,−1) | 0.159 | −0.59 |
| (2,2), (0,0) | 0.827 | 34.8 |
| (1,1), (0,0) | 1.35 | 39.0 |

The fourth quartic root is a second crossing of (2,0) with (1,−1), at 326 T. It arises because the quartic's leading coefficient, \(p^2(9p-8)\), vanishes when \(g_S=2g_L\) and is small here. Replacing \(g_L=1\) by \(1-m_e/m_\alpha\), a rough measure of nuclear recoil, moves this root to 292 T. The two levels tend to \((m_L,m_S)=(1,-1)\) and \((-1,0)\), so the crossing lies near \((g_S-2g_L)\beta=T/3\). Both levels have \(|m_L|=1\), and adding the diamagnetic term within these nine states leaves the crossing at 326 T. Its field is set by the small difference \(g_S-2g_L\), so 326 T is not a usable prediction without accurate \(g\) factors. The same replacement shifts the eight tabulated fields by less than 0.03%. The rounding of the input intervals matters more: with 2.2912 and 29.617 GHz the eight fields rise by 0.05 to 0.06%, and 0.827 T becomes 0.828 T.

The omitted diamagnetic energy is \(e^2B^2r^2\sin^2\theta/(8m_e)\). For a hydrogen-like 2p orbital, \(\langle r^2\rangle=30a_0^2\), and \(\langle\sin^2\theta\rangle\) is 0.4 for \(m_L=0\) and 0.8 for \(|m_L|=1\). The resulting difference at 1.35 T is about 0.3 MHz, negligible at the precision of the table; a Hartree-Fock 2p orbital of the \(1s2p\) triplet has \(\langle r^2\rangle\approx26a_0^2\) and gives the same rounded value. The difference grows as \(B^2\) and is about 16 MHz at 10 T, enough to change the last digit of the 10.54 GHz quoted below.

**Where do only \(J=1\) and \(J=2\) mix?** For \(M=\pm1\) this holds at every field in this model, since \(J=0\) has no such states. The approximation concerns \(M=0\). Dropping \(J=0\) there gives

\[
E=\frac\delta2\pm\sqrt{\frac{\delta^2}{4}+\frac{4x}{3}} .
\]

Straight lines of slope \(dE/d\beta=\pm2g_-/\sqrt3=\pm0.579\) require \(\beta\gg\delta\), while neglect of \(J=0\) requires \(\beta\ll\Delta\). Your intervals differ by a factor of only 13, which leaves little room for both.

To attach numbers, choose two thresholds. First, ask for 10% of the minority \(J\) in the \(M=\pm1\) states. In the lower state, the \(J=1\) weight is the derivative of the energy with respect to \(\delta\), because \(\delta\) multiplies the \(J=1\) projector:

\[
w=\frac{\partial}{\partial\delta}\left(\frac\delta2-R\right)=\frac12-\frac{\delta}{4R}.
\]

Setting \(w=0.1\) gives \(R=\delta/1.6\), so \(x=R^2-\delta^2/4=(3\delta/8)^2\) and

\[
\beta=\frac{3\delta}{8g_-}=1.71\ \text{GHz},\qquad B=0.122\ \text{T}.
\]

Second, allow the top \(M=0\) level to lose 1% of its \(J=0\) character. To leading order the loss is \(b^2/\Delta^2=8x/(3\Delta^2)\), so

\[
\beta\simeq\frac{0.1\Delta}{g_-\sqrt{8/3}}=3.62\ \text{GHz}.
\]

Full diagonalization gives 3.65 GHz, or 0.261 T. By these criteria the incomplete regime runs from about 0.12 to 0.26 T. The lower limit is the field at which the \(M=\pm1\) states reach 10%; the lowest \(M=0\) level, whose squared coupling is \(4x/3\) in place of \(x\), reaches 10% of \(J=1\) earlier, at 0.104 T. Other thresholds would move the limits; there is no sharp transition.

At the upper limit, the \(J=1\) weight is 0.23 in the lowest \(M=1\) level and 0.28 in the lowest \(M=0\) level, whereas complete two-level mixing would give 0.5. Thus \(J=0\) enters before \(J=1\) and \(J=2\) are fully mixed. The slope of the lowest \(M=0\) level shows the consequence:

| \(B\) (T) | 0.1 | 0.2 | 0.3 | 0.5 | 1 |
|---|---:|---:|---:|---:|---:|
| \(dE/d\beta\) | −0.34 | −0.51 | −0.59 | −0.67 | −0.79 |

It passes through −0.579 without settling there, so the curvature you see in this level is correct. The middle \(M=0\) level never reaches +0.579: its slope peaks at 0.40 near 0.3 T and stays within 5% of that value from about 0.20 to 0.45 T. It can look nearly straight there, but that stretch is an inflection and not the two-level limit. When the numerical check makes \(\Delta\) 100,000 times larger and takes \(\beta=100\delta\), the slopes do agree with \(\pm0.579\) to within 0.001.

**A better two-level model.** The \(J=0\) row of the \(M=0\) eigenvalue equation gives \(c_0=bc_1/(E-T)\). Putting this into the \(J=1\) row changes its diagonal energy to \(\delta+b^2/(E-T)\). For \(|E-\delta|\ll\Delta\), this is approximately

\[
\delta'=\delta-\frac{8x}{3\Delta}.
\]

At 0.2 T, \(x=(0.50116\times2.799)^2=1.968\) GHz², so \(\delta'=2.290-0.177=2.113\) GHz. The lower two \(M=0\) energies are then:

| Model | Lower (GHz) | Middle (GHz) |
|---|---:|---:|
| \(J=0\) dropped | −0.839 | 3.129 |
| With \(\delta'\) | −0.878 | 2.990 |
| Full block | −0.874 | 2.987 |

At 0.2 T the correction reduces the larger error, relative to the full block, from 0.14 to 0.004 GHz. The remaining error grows quickly with field: 0.009 GHz at 0.26 T, 0.08 GHz at 0.5 T and 0.65 GHz at 1 T.

**Beyond this regime.** When \(\beta\gg T\), \(m_L\) and \(m_S\) become good labels and

\[
E\simeq\beta(g_Lm_L+g_Sm_S)+\epsilon .
\]

Here \(\epsilon\) is the mean fine-structure energy, read from the squared coefficients of the coupled states: 0 for \(|M|=2\), \(\delta/2\) for \(|M|=1\), \(T/3\) for \((0,0)\), and \(\delta/2+T/3\) for \((\pm1,\mp1)\).

The blocks reach this limit at different fields, because \(M=\pm1\) needs only \(\beta\gg\delta\). At 1 T, the lower \(M=1\) level is at 15.05 GHz, against \(13.996+1.145=15.14\) GHz from the formula. The middle \(M=0\) level is at 6.77 GHz, still far from \(T/3=10.63\) GHz. At 10 T it has reached 10.54 GHz, while the largest error among all nine levels is 1.2 GHz. That error falls as \(1/B\) to leading order, since it is the second-order shift, the square of a fixed fine-structure coupling between uncoupled states of the same \(M\) divided by Zeeman separations proportional to \(B\).

## Table of computed values

```
Intervals: delta = 2.29 GHz, Delta = 29.60 GHz, total T = 31.89 GHz
mu_B/h = 13.996245 GHz/T; g_L = 1, g_S = 2.002319
g_plus = 1.501160, g_minus = 0.501160
Energies/h in GHz from J=2; columns: 0.2 T, 1 T, 10 T, 10 T strong-field formula
  J=2 M=+2:     8.404     42.021    420.212    420.212
  J=2 M=+1:     3.536     15.048    141.098    141.107
  J=1 M=+1:     7.158     29.263    281.404    281.395
  J=2 M=+0:    -0.874     -8.589   -129.586   -128.512
  J=1 M=+0:     2.987      6.765     10.536     10.630
  J=0 M=+0:    32.067     36.004    153.230    152.062
  J=2 M=-1:    -4.868    -26.973   -279.114   -279.105
  J=1 M=-1:    -1.246    -12.758   -138.808   -138.817
  J=2 M=-2:    -8.404    -42.021   -420.212   -420.212
Largest strong-field formula error: 1.168 GHz at 10 T, 0.574 GHz at 20 T
Crossings (zero-field labels J,M): field, beta, energy/h
  (2,+2) x (1,-1): B = 0.03679 T, beta = 0.5149 GHz, E/h = 1.5458 GHz
  (2,+2) x (1,+0): B = 0.05625 T, beta = 0.7873 GHz, E/h = 2.3638 GHz
  (2,+1) x (1,-1): B = 0.05781 T, beta = 0.8092 GHz, E/h = 1.1450 GHz
  (2,+2) x (1,+1): B = 0.12266 T, beta = 1.7168 GHz, E/h = 5.1545 GHz
  (2,+1) x (1,+0): B = 0.14894 T, beta = 2.0846 GHz, E/h = 2.7244 GHz
  (2,+0) x (1,-1): B = 0.15885 T, beta = 2.2232 GHz, E/h = -0.5948 GHz
  (2,+2) x (0,+0): B = 0.82745 T, beta = 11.5811 GHz, E/h = 34.7702 GHz
  (1,+1) x (0,+0): B = 1.34732 T, beta = 18.8574 GHz, E/h = 38.9726 GHz
  (2,+0) x (1,-1): B = 326.39404 T, beta = 4568.2909 GHz, E/h = -4567.1456 GHz
With g_L = 1 - 1.3709e-04: last crossing at 291.8 T
Largest relative shift of the other crossings: 2.57e-04
Hydrogen-like 2p: <r^2> = 30.00 a0^2, <sin^2> = 0.40 (m=0), 0.80 (|m|=1)
Differential diamagnetic shift at 1.347 T: 0.324 MHz
10% minority J in M=+-1: beta = 1.7135 GHz, B = 0.1224 T
1% loss of J=0 character: beta = 3.6470 GHz, B = 0.2606 T
  perturbative estimate: beta = 3.6169 GHz, B = 0.2584 T
Ratio of upper to lower limit: 2.128
At upper limit, J=1 weight in lowest M=+1 level: 0.2346
At upper limit, J=1 weight in lowest M=0 level: 0.2834
M=0 at 0.2 T, lower and middle level, energy/h in GHz:
  full: -0.8737, 2.9869
  truncated: -0.8387, 3.1287
  corrected: -0.8775, 2.9902
Limiting two-level slope magnitude d(E/h)/d(beta): 0.5787
Lowest M=0 level: slope d(E/h)/d(beta) and J=0 weight
  B = 0.05 T: slope -0.1946, J=0 weight 0.00001
  B = 0.10 T: slope -0.3437, J=0 weight 0.00012
  B = 0.20 T: slope -0.5088, J=0 weight 0.00110
  B = 0.30 T: slope -0.5884, J=0 weight 0.00329
  B = 0.50 T: slope -0.6740, J=0 weight 0.01085
  B = 1.00 T: slope -0.7894, J=0 weight 0.04066
  B = 10.00 T: slope -0.9950, J=0 weight 0.26569
```
